\section*{Why a Sealed Air Gap Need Not Hold Atmospheric Pressure}

\section{The error and its appeal}

If a sealed air gap in a chip is assumed to hold air at 760 Torr when it holds gas at 0.45 Torr, the gas density inside is wrong by a factor of about 1700. The inward load on the cap is missed altogether. A later rise towards 760 Torr, which would be evidence of a leak or of gas released by the walls, is taken for the normal state.

The belief has sensible grounds. The cavity is called an air gap, its relative permittivity is close to that of air, and the finished chip sits in air at one atmosphere. An open cavity would indeed fill to the outside pressure. It also seems that a gap with much less gas inside ought to be crushed.

A gap closed by film deposition, however, is closed inside a process chamber. What it holds is the gas present at that moment. Take a gap closed at an internal pressure $P_1=1$ Torr and a temperature $T_1=673$ K, then cooled to $T_2=300$ K. Assume at first that no molecules enter, leave, react, condense or stick to the walls, that the volume is fixed, and that gas and walls share one temperature. All pressures are absolute.

\section{The pressure after cooling}

Let $n$ be the number of molecules per volume, $m$ the molecular mass and $f(v_z)$ the normalized thermal distribution of the velocity component normal to a wall. In a time $dt$, the molecules with normal velocity near $v_z>0$ that reach an area $A$ number $nAv_zf(v_z)\,dv_z\,dt$. Each brings momentum $mv_z$, so the arriving molecules contribute
\begin{equation}
P_{\rm in}=nm\int_0^\infty v_z^2f(v_z)\,dv_z .
\end{equation}
In equilibrium the departing molecules have the same distribution with $v_z<0$, and their recoil adds an equal amount. The two halves together give
\begin{equation}
P=nm\int_{-\infty}^{\infty}v_z^2f(v_z)\,dv_z
=nm\langle v_z^2\rangle=nk_BT,
\end{equation}
because the thermal average of $mv_z^2/2$ is $k_BT/2$. With $n=N/V$ this is $PV=Nk_BT$.

Collisions between molecules were not used. That matters here, because they are rare in so small a gap. A molecule of diameter $\sigma$ collides with any other whose centre comes within $\sigma$ of its own, a target of area $\pi\sigma^2$. The difference of two independent thermal velocities has twice the variance of one, so the mean relative speed is $\sqrt2$ times the mean speed. The mean free path is therefore
\begin{equation}
\lambda=\frac{1}{\sqrt2\,\pi\sigma^2n}.
\end{equation}
For nitrogen with a rough diameter of 0.37 nm, $\lambda$ is about $1.15\times10^5$ nm, far more than any side of the gap treated below. The gas cools by exchanging energy with the walls.

Since $N$ and $V$ are the same before and after cooling,
\begin{equation}
\frac{P_1}{T_1}=\frac{Nk_B}{V}=\frac{P_2}{T_2},
\qquad
P_2=P_1\frac{T_2}{T_1}.
\label{eq:cool}
\end{equation}
The numbers are
\begin{equation}
P_2=1\ {\rm Torr}\times\frac{300}{673}=0.446\ {\rm Torr}
=59.4\ {\rm Pa}.
\end{equation}
The density has not changed; the molecules strike the walls less often and with less momentum. At a use temperature of 378 K the same formula gives 0.562 Torr. To hold 760 Torr at 300 K, the gap would have to be closed at $760\times673/300=1705$ Torr. A gap that stays open until the chamber is vented is a different case, since it can fill with the surrounding air.

\section{Why the cap does not equalize the pressures}

Equal pressures are needed for the balance of a freely moving piston. A cap is attached at its edges, and elastic forces in the solid carry the difference, here 759.6 Torr.

To size the deflection, treat the cap as a long strip clamped across a gap of width $a$. Let $q$ be the pressure difference, $w$ the inward deflection, $\varphi$ the rotation of the cross-section, and $M$ and $Q$ the bending moment and shear force per length of strip. With bending stiffness $D$ and shear stiffness $S$,
\begin{equation}
w'=\varphi+\frac{Q}{S},\quad \varphi'=-\frac{M}{D},\quad M'=Q,\quad Q'=-q .
\end{equation}
Symmetry gives $Q=q(a/2-x)$, so $M=M_0+q(ax-x^2)/2$. The rotation vanishes at both clamps, hence $\int_0^aM\,dx=0$ and $M_0=-qa^2/12$. Integrating twice from $x=0$ gives
\begin{align}
\varphi&=\frac{q}{D}\left(\frac{a^2x}{12}-\frac{ax^2}{4}+\frac{x^3}{6}\right),\\
w&=\frac{q}{24D}x^2(a-x)^2+\frac{q}{2S}x(a-x).
\end{align}
The integrals of $x^2(a-x)^2$ and $x(a-x)$ over the width are $a^5/30$ and $a^3/6$. Dividing by $a$ gives the mean deflection
\begin{equation}
\bar w=\frac{qa^4}{720D}+\frac{qa^2}{12S}.
\end{equation}

For a cap of thickness $d$, Young modulus $E$ and Poisson ratio $\nu$, the stiffnesses are $D=Ed^3/[12(1-\nu^2)]$ and $S=(5/6)Ed/[2(1+\nu)]$, where $5/6$ is the usual shear factor of a rectangular section. Take $a=50$ nm, $d=100$ nm and rough silica-like values $E=70$ GPa and $\nu=0.17$. Then $\bar w$ is about $9\times10^{-6}$ nm for rigid clamps. Strip theory gives only a rough size for a cap thicker than its span, and rigid clamps leave out the yielding of the walls, which matters more here. Side walls as wide as the gap carry a stress of about $2q$, and over a height of 100 nm they shorten by about $(2q/E)\times100$ nm, or $3\times10^{-4}$ nm. A two-dimensional elastic solution for this geometry on a rigid base moves the ceiling by $3.4\times10^{-4}$ nm on average, of which about $5\times10^{-5}$ nm is sag below the edge of the wall, several times the strip value. Even this larger movement is tiny beside the gap height. A wide, thin or cracked cap needs its own calculation.

\section{Why the permittivity does not reveal the pressure}

In atomic units, with $4\pi\varepsilon_0=1$, let each molecule have polarizability $\alpha$. The polarization is $p=n\alpha E_{\rm loc}$, and the standard local field of an isotropic gas is $E_{\rm loc}=E+4\pi p/3$. Solving for $p$ and using $\kappa-1=4\pi p/E$ for the relative permittivity $\kappa$,
\begin{equation}
\kappa-1=\frac{4\pi n\alpha}{1-4\pi n\alpha/3}\simeq4\pi n\alpha ,
\end{equation}
where the last form holds for $n\alpha\ll1$. With a rough nitrogen value $\alpha=1.7$ \AA$^3$, the trapped gas has $\kappa-1=3.1\times10^{-7}$. The same gas at one atmosphere and 300 K has $\kappa-1=5.2\times10^{-4}$. Both values scale with $\alpha$, and the rounded value used is a few per cent low, so their second digits are not firm. The two permittivities differ by about 0.05\%. At fixed electrode geometry, a capacitance lowered by much more than this points to a change in the solid dielectric, such as its replacement by gas; it is poor evidence about the pressure.

A separate question is whether the operating field makes electrons tunnel across the gap. One volt across 50 nm is 0.2 MV/cm. For a metal with work function $\phi$ and an applied voltage $U<\phi$, both expressed as energies in atomic units, the semiclassical tunnelling exponent through the tilted vacuum barrier is
\begin{align}
G&=2\int_0^a\sqrt{2(\phi-Uz/a)}\,dz\nonumber\\
&=\frac{4\sqrt2\,a}{3U}\left[\phi^{3/2}-(\phi-U)^{3/2}\right].
\end{align}
With a rough $\phi=4.5$ eV this gives $G\approx1000$, and the transmission scales as $e^{-G}$. Direct tunnelling across the gap is negligible. The estimate does not cover conduction along the dielectric walls or field enhancement at sharp edges.

\section{How few molecules are involved}

Let the gap be 50 nm wide, 100 nm high and 1000 nm long. At closure $n=P_1/(k_BT_1)=1.435\times10^{-5}$ nm$^{-3}$, and the volume is $5\times10^6$ nm$^3$, so on average
\begin{equation}
N=1.435\times10^{-5}\times5\times10^6\approx72 .
\end{equation}
If independent molecules are caught at random from a large chamber, the variance of the number equals its mean. The relative spread from gap to gap is then $1/\sqrt N$, or 12\%. Equation (\ref{eq:cool}) holds for each gap with its own $N$; 0.446 Torr is the mean over many such gaps.

So small an inventory makes the pressure very sensitive to gas released by the walls. The walls have an area of $3.1\times10^5$ nm$^2$. With roughly 5 adsorption sites per nm$^2$, one monolayer contains $1.55\times10^6$ molecules. If released molecules stay in the gas, $4.6\times10^{-5}$ of a monolayer doubles the pressure, and about 8\% of a monolayer brings it to one atmosphere at 300 K. Outgassing of a gas that neither condenses nor sticks to the walls can therefore make the atmospheric guess come out right, though not because the gap is open to the air outside. Water vapour alone cannot do this at 300 K, since it condenses at about 27 Torr; at 378 K its saturation pressure is near 900 Torr, and that limit is gone.

Adsorption acts the other way. Suppose each wall attracts molecules with energy $u$ within a layer of width $b$, and that the energies add where layers overlap. At low coverage the local density is the density away from the walls, $n_b$, times a Boltzmann factor. Along a side of length $L_i$ the integral of that factor is
\begin{equation}
(L_i-2b)+2be^{u/k_BT}=L_i+2b\left(e^{u/k_BT}-1\right).
\end{equation}
Because the energies add, the three integrals multiply, and $N=n_bV_{\rm eff}$ with
\begin{equation}
V_{\rm eff}(T)=\prod_{i=1}^{3}\left[L_i+2b\left(e^{u/k_BT}-1\right)\right].
\end{equation}
Here $N$ includes the adsorbed molecules. Define $P=n_bk_BT$, the pressure that belongs to the gas away from the walls. Conservation of $N$ then gives
\begin{equation}
P_2=P_1\frac{T_2}{T_1}\frac{V_{\rm eff}(T_1)}{V_{\rm eff}(T_2)} .
\end{equation}
For rough values $u=0.10$ eV and $b=0.30$ nm, $V_{\rm eff}/V$ is 1.087 at 673 K and 2.058 at 300 K. The cold pressure becomes $0.446\times1.087/2.058\approx0.24$ Torr. This layer keeps the full energy $u$ over its whole width. A smooth attraction that reaches $u$ only at its deepest point acts less strongly; for a common model of a wall, the 9-3 potential that crosses zero 0.3 nm from the wall, the pressure falls by a factor of about 1.3 instead of two, and narrower wells of the same depth give about 1.2. With the same 9-3 shape the factor is 1.1 for $u=0.07$ eV and about 3 for $u=0.15$ eV. The result also depends exponentially on $u$, so it is only an estimate of size, but it shows that ruling out leakage and outgassing is not enough for equation (\ref{eq:cool}) to hold.

\section{Leakage and the real process}

Let gas dissolve in the cap at $s$ times its gas density and diffuse with coefficient $D_g$. Once a steady concentration profile has formed across the cap, and if the gas flows straight through it, the inward flux per area is $D_gs(n_{\rm out}-n)/d$. Dividing by the gap height $h$ gives $dn/dt$, and at fixed temperature
\begin{equation}
\frac{dP}{dt}=\frac{P_{\rm out}-P}{\tau},\qquad
\tau=\frac{dh}{D_gs}.
\end{equation}
Starting from $P_2$, the solution is $P=P_{\rm out}-(P_{\rm out}-P_2)e^{-t/\tau}$. Setting $P=2P_2$ gives
\begin{equation}
\tau=\frac{t}{\ln[(P_{\rm out}-P_2)/(P_{\rm out}-2P_2)]}.
\end{equation}
For doubling in $t=10$ years with 760 Torr outside, $\tau$ is about 17\,000 years. With $d=h=100$ nm and straight flow, this requires $D_gs=1.9\times10^{-22}$ cm$^2$/s. A cap twice as thick as the gap is wide also draws gas from above the side walls. If those walls are as wide as the gap and let no gas through, the steady flux is about 1.8 times larger, and $1.0\times10^{-22}$ cm$^2$/s is enough. At fixed $s$, faster diffusion doubles the pressure sooner. The estimate assumes steady flow from the start. This is justified only if the gas stored in the cap, of order $sn_{\rm out}d$ per area, is small beside the amount $nh$ in the gap, which here means $s$ well below $10^{-3}$. For a more soluble gas and a cap that starts nearly empty, filling the cap delays the rise, and the same $D_gs$ does not double the pressure in ten years: the rise is about 70\% for $s=10^{-3}$ and about 1\% for $s=10^{-2}$. Light gases in silica glass have $s$ roughly of order $10^{-2}$ or more, so the values of $D_gs$ above are not limits for such a cap, which needs the time-dependent solution. The estimate treats the outside air as one gas and the cap as the one path.

The dimensions, the pressure of order 1 Torr and the temperature near 673 K are rough typical values for gaps closed by chemical vapour deposition. Real trapped gas can include precursors and reaction products, which may react or condense; nitrogen is a simplification. The chamber gauge may also differ from $P_1$. In a narrow opening without molecular collisions, the flux each way is
\begin{equation}
n\int_0^\infty v_zf(v_z)\,dv_z=n\sqrt{\frac{k_BT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\end{equation}
Equal fluxes between feed gas at $T_g$ and a gap at $T_1$ require $P_1=P_{\rm chamber}\sqrt{T_1/T_g}$. In the limiting case of feed gas arriving at 300 K, a gauge reading of 1 Torr means 1.50 Torr in the gap and 0.67 Torr after cooling. That limit requires gas that reaches the wafer without being warmed on the way. At 1 Torr the mean free path is only about 0.1 mm, so with several millimetres of gas above a hot wafer the arriving gas is already close to the wafer temperature, and the correction is small. Thermal contraction is a smaller matter: if the surrounding solid contracts uniformly, with a rough linear expansion coefficient of $3\times10^{-6}$ K$^{-1}$, the cold pressure rises by 0.3\%. Between metal lines that contract more than the substrate, the small change can have either sign.

With the rough values used here, adsorption at a depth of 0.10 eV lowers the answer by a factor between about 1.2 and two, depending on the shape of the wall attraction, and feed gas at 300 K or above raises it by at most a factor of 1.5, usually much less at 1 Torr. Stronger binding to the walls would lower the pressure much further. Neither effect brings it near 760 Torr. Outgassing and leakage can raise it by orders of magnitude. The value 0.45 Torr is thus the ideal reference for a gap that held 1 Torr at 673 K when it closed, with no leakage, outgassing or adsorption. It applies at 300 K and is a mean over many gaps. In a single gap of the size used here, a departure of 10 or 20\% can be chance. A much larger departure, or a shift of the mean over many gaps, is information about the walls, the cap or the gas at closure.
